# Charged kinks and faster dislocation glide in heavily n-type silicon: a program that tests the result

```python
# Result under test: glide of a dislocation by kinks that can bind an electron.
#   kink density      ~ Z_rest   = 1 + g*exp((EF - E_rest)/kT)
#   velocity, long line  ~ Z_saddle (same form, level of the kink at its saddle)
#   velocity, short line ~ Z_rest * Z_saddle
# EF: Fermi level; g: spin degeneracy charged/neutral; x: kink weight per site
# and sign; omega: kink jump rate; f: work of stress per kink step over kT.
# Energies in eV from the conduction edge, lengths in nm, densities in cm^-3.
import itertools
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gammaln, ive, k0

KB = sc.k / sc.e


def stationary(rates):
    """Stationary law of a Markov chain, by elimination without subtraction."""
    A = rates.copy()
    n_states = len(A)
    for n in range(n_states - 1, 0, -1):
        A[:n, n] /= A[n, :n].sum()
        A[:n, :n] += np.outer(A[:n, n], A[n, :n])
    prob = np.zeros(n_states)
    prob[0] = 1.0
    for n in range(1, n_states):
        prob[n] = prob[:n] @ A[:n, n]
    return prob / prob.sum()


def mean_pairs(N, x):
    """Mean number of kink pairs on a closed line of N sites, by explicit sum."""
    k = np.arange(N // 2 + 1)
    logw = (gammaln(N + 1) - 2 * gammaln(k + 1) - gammaln(N - 2 * k + 1)
            + 2 * k * np.log(x))
    w = np.exp(logw - logw.max())
    return (k * w).sum() / w.sum()


# --- Test: kinks and a closed electron bath with a fixed electron number
def closed_count(n_elec, n_orb=200000, sites=30, x0=0.05, g=0.5, level=-3.0):
    total = np.zeros(4)
    ref = gammaln(n_orb + 1) - gammaln(n_elec + 1) - gammaln(n_orb - n_elec + 1)
    for n1 in range(sites + 1):
        left = n_elec - n1
        bath = (gammaln(n_orb + 1) - gammaln(left + 1)
                - gammaln(n_orb - left + 1) - ref)
        for n0 in range(sites - n1 + 1):
            empty = sites - n0 - n1
            logw = (gammaln(sites + 1) - gammaln(n0 + 1) - gammaln(n1 + 1)
                    - gammaln(empty + 1) + n0 * np.log(x0)
                    + n1 * (np.log(x0 * g) - level) + bath)
            total += np.exp(logw) * np.array([1, empty, n0, n1])
    mu = np.log(n_elec / (n_orb - n_elec))
    return total[2] / total[1], total[3] / total[1], x0, x0 * g * np.exp(mu - level)


count_low, count_high = closed_count(2000), closed_count(20000)
for c in (count_low, count_high):
    assert abs(c[0] / c[2] - 1) < 1e-6
    assert abs(c[1] / c[3] - 1) < 5e-3   # finite bath
assert count_high[1] > 5 * count_low[1]

# --- Test: master equation of a closed line, kinks of two signs and two charges
SIGN = [0, 1, 1, -1, -1]
CHARGE = [0, 0, 1, 0, 1]


def forward_moves(s, t, x, om):
    """Moves of a neighbouring pair of sites that advance the line."""
    if SIGN[s] == 1 and t == 0:
        return [((0, s), om[CHARGE[s]])]
    if s == 0 and SIGN[t] == -1:
        return [((t, 0), om[CHARGE[t]])]
    if SIGN[s] == 1 and SIGN[t] == -1:
        return [((0, 0), om[CHARGE[s]] + om[CHARGE[t]])]
    if s == 0 and t == 0:
        return [((3 + p, 1 + q), x[p] * x[q] * (om[p] + om[q]))
                for p in (0, 1) for q in (0, 1)]
    return []


def line_speed(N, x, om, f, exchange):
    states = [s for s in itertools.product(range(5), repeat=N)
              if sum(SIGN[i] for i in s) == 0]
    index = {s: i for i, s in enumerate(states)}
    A = np.zeros((len(states), len(states)))
    advance = np.zeros(len(states))
    for s, i in index.items():
        for j in range(N):
            r = (j + 1) % N
            for direction in (1, -1):
                pair = (s[j], s[r]) if direction == 1 else (s[r], s[j])
                for new, rate in forward_moves(*pair, x, om):
                    if direction == -1:
                        new = new[::-1]
                    rate = rate * np.exp(direction * f / 2)
                    target = list(s)
                    target[j], target[r] = new
                    A[i, index[tuple(target)]] += rate
                    advance[i] += direction * rate
            if s[j] and exchange > 0:
                target = list(s)
                q = CHARGE[s[j]]
                target[j] = s[j] + (1 if q == 0 else -1)
                A[i, index[tuple(target)]] += exchange * x[1 - q]
    return stationary(A) @ advance / N


ring_N, ring_x, ring_om, ring_f = 5, (0.10, 0.15), (1.0, 3.0), 0.6
x_sum = sum(ring_x)
om_mean = np.dot(ring_x, ring_om) / x_sum
ring_formula = (2 * om_mean * 2 * np.sinh(ring_f / 2)
                * mean_pairs(ring_N, x_sum) / (ring_N - 1))
ring_fast = line_speed(ring_N, ring_x, ring_om, ring_f, 1e7)
ring_none = line_speed(ring_N, ring_x, ring_om, ring_f, 0.0)
assert abs(ring_fast / ring_formula - 1) < 1e-5

# --- Test: dilute closed line against the Bessel-function law
for Nx in (0.1, 1.0, 5.0):
    N_line = 20000
    x_line = Nx / N_line
    explicit = mean_pairs(N_line, x_line) / (N_line * x_line)
    assert abs(explicit / (ive(1, 2 * Nx) / ive(0, 2 * Nx)) - 1) < 3e-3


# --- Test: diffusion on two coupled periodic surfaces (energies in kT)
def surface_transport(mu, rest, saddle, barrier=18.0, M=80, f=0.5, exchange=1e6):
    s = np.arange(M) / M
    shape = (1 - np.cos(2 * np.pi * s)) / 2
    level = rest + (saddle - rest) * shape
    U = np.array([barrier * shape, barrier * shape + level - mu])
    A = np.zeros((2 * M, 2 * M))
    for q in (0, 1):
        for i in range(M):
            for d in (1, -1):
                j = (i + d) % M
                A[q * M + i, q * M + j] = M**2 * np.exp(
                    -(U[q, j] - U[q, i] - d * f / M) / 2)
    for i in range(M):
        A[i, M + i] = exchange * np.exp((mu - level[i]) / 2)
        A[M + i, i] = exchange * np.exp(-(mu - level[i]) / 2)
    prob = stationary(A)
    top = M // 2
    current = sum(prob[q * M + top] * A[q * M + top, q * M + top + 1]
                  - prob[q * M + top + 1] * A[q * M + top + 1, q * M + top]
                  for q in (0, 1))
    density = np.exp(-U).sum() / M
    return density, density * current


surface = {}
for rest in (1.0, 3.0):
    hi = surface_transport(4.0, rest, 2.0)
    lo = surface_transport(-1.0, rest, 2.0)
    surface[rest] = (hi[0] / lo[0], hi[1] / lo[1])
saddle_law = (1 + np.exp(2.0)) / (1 + np.exp(-3.0))
for rest in surface:   # 5 %: the charge also alters the curvature at the saddle
    assert abs(surface[rest][1] / saddle_law - 1) < 0.05
assert surface[1.0][0] > 3 * surface[3.0][0]


# --- Electrons in silicon (rough typical band parameters)
def fermi_half(eta):
    top = np.sqrt(max(eta, 0.0) + 40.0)
    val = quad(lambda u: 2 * u * u / (np.exp(u * u - eta) + 1), 0, top)[0]
    return 2 / np.sqrt(np.pi) * val


for eta in (-3.0, 1.0):
    assert abs(fermi_half(eta) / float(-mp.polylog(1.5, -mp.exp(eta)).real) - 1) < 1e-6

M_E, M_H = 1.10, 1.15


def gap(T):
    return 1.17 - 4.73e-4 * T**2 / (T + 636.0)


def band_density(mass, T):
    return 2 * (mass * sc.m_e * sc.k * T / (2 * np.pi * sc.hbar**2))**1.5 * 1e-6


def electrons(EF, T):
    return band_density(M_E, T) * fermi_half(EF / (KB * T))


def fermi_level(doping, T, donor_depth=None):
    """Positive doping: donors; negative: acceptors, all ionized by default."""
    def charge(EF):
        holes = band_density(M_H, T) * fermi_half((-gap(T) - EF) / (KB * T))
        fixed = doping
        if donor_depth is not None:
            fixed = doping / (1 + 2 * np.exp((EF + donor_depth) / (KB * T)))
        return holes + fixed - electrons(EF, T)
    return brentq(charge, -gap(T) - 0.3, 0.3, xtol=1e-12)


# --- Worked example
T, ND, stress = 800.0, 1e19, 30e6
F0, W0, depth, g = 0.70, 1.20, 0.30, 0.5
a, h, attempt = 0.384, 0.333, 1e13
kT = KB * T


def Z(EF, level=-depth, temp=T, spin=g):
    return 1 + spin * np.exp((EF - level) / (KB * temp))


EF_n, EF_i = fermi_level(ND, T), fermi_level(0.0, T)
n_n, n_i = electrons(EF_n, T), electrons(EF_i, T)
Zn, Zi = Z(EF_n), Z(EF_i)
R = Zn / Zi
x0 = np.exp(-F0 / kT)
omega = attempt * np.exp(-W0 / kT)
f = stress * a * a * h * 1e-27 / (sc.e * kT)
drive = 2 * np.sinh(f / 2)
v_i, v_n = [2 * h * x0 * z / (1 + 2 * x0 * z) * omega * drive for z in (Zi, Zn)]
assert R > 1 and abs(v_n / v_i / R - 1) < 1e-2


def length_ratio(L_um):
    N = int(round(L_um * 1e3 / a))
    return mean_pairs(N, x0 * Zn) / mean_pairs(N, x0 * Zi)


lengths = (0.1, 1.0, 10.0, 100.0, 1000.0)
R_length = [length_ratio(L) for L in lengths]
assert abs(R_length[0] / R**2 - 1) < 0.02
assert abs(R_length[-1] / R - 1) < 0.02

# Activation energy: numerical slope in 1/kT against the closed form
dT = 1.0


def slope(doping):
    z = [np.log(Z(fermi_level(doping, t), temp=t)) for t in (T - dT, T + dT)]
    return (z[0] - z[1]) / (1 / (KB * (T - dT)) - 1 / (KB * (T + dT)))


p_charged = (Zn - 1) / Zn
drop_n, drop_i = slope(ND), slope(0.0)
drop_formula = p_charged * (depth + 1.5 * kT)
assert abs(drop_n / drop_formula - 1) < 0.03   # weak degeneracy is left out

# Sizes of neglected effects
eps = 11.7 * sc.epsilon_0
debye = np.sqrt(eps * sc.k * T / (sc.e**2 * n_n * 1e6)) * 1e9
coulomb = sc.e / (4 * np.pi * eps) * 1e9   # eV nm
line_gap = 10.0
line_shift = 2 * coulomb / line_gap * k0(a / debye)
screen_shift = coulomb / (2 * debye)
EF_bound = fermi_level(ND, T, donor_depth=0.045)
shear = 60e9
elastic = shear * (a * h)**2 * 1e-36 / (8 * np.pi)
force = stress * a * h * 1e-18
r_crit = np.sqrt(elastic / force) * 1e9
pair_drop = 2 * np.sqrt(elastic * force) / sc.e
repulsion = coulomb / r_crit * np.exp(-r_crit / debye)
r_donor = 0.5 * (ND * 1e-21)**(-1 / 3)
attraction = coulomb / r_donor * np.exp(-r_donor / debye)
v_thermal = np.sqrt(3 * sc.k * T / sc.m_e) * 100
capture = [n * 1e-15 * v_thermal for n in (n_i, n_n)]
assert min(capture) > 100 * omega

print(f"closed bath, neutral kinks/empty site: {count_low[0]:.4f}, {count_high[0]:.4f}")
print(f"same, charged kinks/empty site: {count_low[1]:.4f}, {count_high[1]:.4f}")
print(f"ring speed, master eq. / formula: {ring_fast:.6f} / {ring_formula:.6f}")
print(f"ring speed without electron exchange: {ring_none:.6f}")
for rest in surface:
    print(f"rest level {rest:.0f} kT: density x{surface[rest][0]:.2f}, "
          f"transport x{surface[rest][1]:.2f}")
print(f"saddle-level law for both: x{saddle_law:.2f}")
print(f"T = {T:.0f} K, kT = {kT:.4f} eV, donors = {ND:.1e} cm^-3")
print(f"stress = {stress/1e6:.0f} MPa, f = {f:.3f}")
print(f"F0 = {F0:.2f} eV, W0 = {W0:.2f} eV, level depth = {depth:.2f} eV, g = {g}")
print(f"a = {a} nm, h = {h} nm, attempt rate = {attempt:.0e} 1/s")
print(f"band masses (electron, hole) = {M_E:.2f}, {M_H:.2f} m_e")
print(f"gap = {gap(T):.3f} eV, Nc = {band_density(M_E, T):.3e} cm^-3")
print(f"electrons: intrinsic {n_i:.3e}, doped {n_n:.3e} cm^-3")
print(f"EF - EC: intrinsic {EF_i:.4f}, doped {EF_n:.4f} eV")
print(f"EF - level: intrinsic {EF_i+depth:.4f}, doped {EF_n+depth:.4f} eV")
print(f"Z: intrinsic {Zi:.4f}, doped {Zn:.4f}; charged share {p_charged:.3f}")
print(f"F(charged): intrinsic {F0-depth-EF_i-kT*np.log(g):.3f}, "
      f"doped {F0-depth-EF_n-kT*np.log(g):.3f} eV")
print(f"neutral kink weight x0 = {x0:.3e} per site and sign")
print(f"kink spacing per sign: {a/(x0*Zi)/1e3:.2f}, {a/(x0*Zn)/1e3:.2f} um")
print(f"kink jump rate = {omega:.3e} 1/s")
print(f"long-line speed: intrinsic {v_i:.3f}, doped {v_n:.3f} nm/s")
print(f"enhancement: long line {R:.2f}, short line {R**2:.2f}")
for L, r in zip(lengths, R_length):
    print(f"closed line {L:g} um: enhancement {r:.2f}")
for d in (1e17, 1e18, 1e20, -1e19):
    print(f"net donors {d:.0e} cm^-3: long-line factor {Z(fermi_level(d, T))/Zi:.3f}")
for t in (700.0, 900.0, 1000.0, 1200.0):
    r = Z(fermi_level(ND, t), temp=t) / Z(fermi_level(0.0, t), temp=t)
    print(f"{t:.0f} K, same donors: long-line factor {r:.2f}")
for ds in (-0.1, 0.1, 0.2):
    rs = Z(EF_n, -depth + ds) / Z(EF_i, -depth + ds)
    print(f"saddle level {ds:+.1f} eV: long {rs:.2f}, short {rs*R:.2f}")
print(f"with g = 2: long-line factor {Z(EF_n, spin=2.0)/Z(EF_i, spin=2.0):.2f}")
print(f"slope drop, doped: {drop_n:.4f} eV; closed form {drop_formula:.4f} eV")
print(f"share*(EF - level) = {p_charged*(EF_n+depth):.4f} eV")
print(f"slope drop, intrinsic: {drop_i:.4f} eV; difference {drop_n-drop_i:.4f} eV")
print(f"screening length = {debye:.2f} nm")
print(f"1 trapped electron per {line_gap:.0f} nm of line: level +{line_shift:.3f} eV, "
      f"factor {Z(EF_n, -depth+line_shift)/Zi:.2f}")
print(f"screening shift {screen_shift:.3f} eV; if uncancelled, factor "
      f"{Z(EF_n, -depth+screen_shift)/Zi:.2f}")
print(f"isolated donors 0.045 eV deep: n = {electrons(EF_bound, T):.2e} cm^-3, "
      f"factor {Z(EF_bound)/Zi:.2f}")
print(f"critical pair width {r_crit:.2f} nm, elastic drop {pair_drop:.3f} eV")
print(f"charged-pair repulsion there: {repulsion:.4f} eV")
print(f"kink-donor attraction at {r_donor:.2f} nm: {attraction:.4f} eV")
print(f"electron capture rate: {capture[0]:.1e}, {capture[1]:.1e} 1/s")
print("verified")
```

Printed output:

```
closed bath, neutral kinks/empty site: 0.0500, 0.0500
same, charged kinks/empty site: 0.0051, 0.0558
ring speed, master eq. / formula: 0.420097 / 0.420097
ring speed without electron exchange: 0.418794
rest level 1 kT: density x18.15, transport x8.18
rest level 3 kT: density x3.73, transport x7.80
saddle-level law for both: x7.99
T = 800 K, kT = 0.0689 eV, donors = 1.0e+19 cm^-3
stress = 30 MPa, f = 0.133
F0 = 0.70 eV, W0 = 1.20 eV, level depth = 0.30 eV, g = 0.5
a = 0.384 nm, h = 0.333 nm, attempt rate = 1e+13 1/s
band masses (electron, hole) = 1.10, 1.15 m_e
gap = 0.959 eV, Nc = 1.261e+20 cm^-3
electrons: intrinsic 1.241e+17, doped 1.000e+19 cm^-3
EF - EC: intrinsic -0.4773, doped -0.1728 eV
EF - level: intrinsic -0.1773, doped 0.1272 eV
Z: intrinsic 1.0382, doped 4.1660; charged share 0.760
F(charged): intrinsic 0.925, doped 0.621 eV
neutral kink weight x0 = 3.892e-05 per site and sign
kink spacing per sign: 9.50, 2.37 um
kink jump rate = 2.756e+05 1/s
long-line speed: intrinsic 0.990, doped 3.971 nm/s
enhancement: long line 4.01, short line 16.10
closed line 0.1 um: enhancement 16.09
closed line 1 um: enhancement 14.90
closed line 10 um: enhancement 5.27
closed line 100 um: enhancement 4.09
closed line 1000 um: enhancement 4.02
net donors 1e+17 cm^-3: long-line factor 1.018
net donors 1e+18 cm^-3: long-line factor 1.265
net donors 1e+20 cm^-3: long-line factor 40.089
net donors -1e+19 cm^-3: long-line factor 0.964
700 K, same donors: long-line factor 8.09
900 K, same donors: long-line factor 2.47
1000 K, same donors: long-line factor 1.77
1200 K, same donors: long-line factor 1.24
saddle level -0.1 eV: long 12.47, short 50.05
saddle level +0.1 eV: long 1.73, short 6.93
saddle level +0.2 eV: long 1.17, short 4.70
with g = 2: long-line factor 11.85
slope drop, doped: 0.3086 eV; closed form 0.3066 eV
share*(EF - level) = 0.0967 eV
slope drop, intrinsic: -0.0122 eV; difference 0.3208 eV
screening length = 2.11 nm
1 trapped electron per 10 nm of line: level +0.045 eV, factor 2.54
screening shift 0.029 eV; if uncancelled, factor 2.96
isolated donors 0.045 eV deep: n = 8.01e+18 cm^-3, factor 3.39
critical pair width 3.19 nm, elastic drop 0.153 eV
charged-pair repulsion there: 0.0085 eV
kink-donor attraction at 2.32 nm: 0.0177 eV
electron capture rate: 2.4e+09, 1.9e+11 1/s
verified
```
